# Orbit-orbit energy of closed-shell determinants: zero in beryllium, positive in neon

Anyone who adds Breit-Pauli corrections to a closed-shell Hartree-Fock calculation must decide whether to evaluate the orbit-orbit term or to set it to zero. The argument for zero is short: a closed shell carries no net current, and the term couples currents. For the beryllium determinant \(1s^22s^2\) the answer zero is right. For neon it discards about 2.39 millihartree. The argument covers the direct energy and says nothing about exchange.

## The operator and its matrix elements

We use hartree atomic units, a fixed nucleus, and the fine-structure constant \(\alpha=1/c\). With \(\mathbf r=\mathbf r_i-\mathbf r_j\), the orbit-orbit operator is

\[
H_{OO}=\sum_{i<j}h_{ij},\qquad
h_{ij}=-\frac{\alpha^2}{2}\,p_{i,k}\,G_{kl}(\mathbf r)\,p_{j,l},\qquad
G_{kl}(\mathbf r)=\frac{\delta_{kl}}{r}+\frac{r_kr_l}{r^3}.
\]

Repeated Cartesian indices are summed. The two parts of \(G\) will be called the dot part and the tensor part. Their divergences are

\[
\partial_k\frac{\delta_{kl}}{r}=-\frac{r_l}{r^3},\qquad
\partial_k\frac{r_kr_l}{r^3}=\frac{3r_l+r_l-3r_l}{r^3}=\frac{r_l}{r^3},
\]

so that \(\partial_kG_{kl}=0\). There is no hidden delta function at the origin: the flux of \(G\) through a small sphere of radius \(\epsilon\) is at most of order \(\epsilon^2\times\epsilon^{-1}\), which vanishes.

This has two consequences. First, \(p_{i,k}\) may be moved through \(G_{kl}\), so the order of the factors is immaterial. Second, a gradient field does not couple through \(G\): for a localized function \(\chi\), integration by parts gives

\[
\int \partial_k\chi(\mathbf r)\,G_{kl}(\mathbf r-\mathbf r')\,d^3r
=-\int\chi\,\partial_kG_{kl}\,d^3r=0.
\]

Let the spatial orbitals be real. Since \(\mathbf p=-i\nabla\), the two momenta supply \((-i)^2=-1\), which cancels the minus sign in \(h\):

\[
\langle ab|h|cd\rangle=\frac{\alpha^2}{2}\iint
(\phi_a\partial_k\phi_c)(\mathbf r)\,G_{kl}(\mathbf r-\mathbf r')\,
(\phi_b\partial_l\phi_d)(\mathbf r')\,d^3r\,d^3r'.
\]

Here \(a,c\) belong to electron 1 and \(b,d\) to electron 2. Now split

\[
\phi_a\nabla\phi_c=\tfrac12\nabla(\phi_a\phi_c)+\mathbf J_{ac},\qquad
\mathbf J_{ac}=\tfrac12(\phi_a\nabla\phi_c-\phi_c\nabla\phi_a).
\]

The gradient drops out. Writing \((\mathbf A|G|\mathbf B)\) for the double integral of \(A_k(\mathbf r)G_{kl}(\mathbf r-\mathbf r')B_l(\mathbf r')\), we have

\[
\langle ab|h|cd\rangle=\frac{\alpha^2}{2}(\mathbf J_{ac}|G|\mathbf J_{bd}).
\]

The matrix element of the particle current between \(\phi_a\) and \(\phi_c\) is \(-i\mathbf J_{ac}\), so \(\mathbf J_{ac}\) is a transition current apart from a phase.

For a determinant, the energy is half the sum over spin orbitals of direct minus exchange elements. Each spatial orbital holds both spins. A direct element therefore occurs four times, and an exchange element, which needs equal spins, twice:

\[
E_{OO}=2\sum_{ab}\langle ab|h|ab\rangle-\sum_{ab}\langle ab|h|ba\rangle .
\]

The direct elements contain \(\mathbf J_{aa}=\mathbf J_{bb}=0\). This is the correct content of "no net current". The exchange elements contain \(\mathbf J_{ab}\) and \(\mathbf J_{ba}=-\mathbf J_{ab}\). That sign cancels the exchange sign, and each unordered pair occurs twice:

\[
E_{OO}=\sum_{a<b}E_{ab},\qquad
E_{ab}=\alpha^2(\mathbf J_{ab}|G|\mathbf J_{ab}).
\tag{1}
\]

## The counter-example: two orbitals of the neon 2p shell

Write \(\phi_x=N g(r)x\) and \(\phi_y=N g(r)y\), with \(N=\sqrt{3/4\pi}\), \(g=R/r\), and \(R\) the normalized radial function. Because \(\nabla(gy)=g\hat{\mathbf y}+yg'\hat{\mathbf r}\),

\[
\phi_x\nabla\phi_y-\phi_y\nabla\phi_x
=N^2\left[g^2(x\hat{\mathbf y}-y\hat{\mathbf x})+(xy-yx)gg'\hat{\mathbf r}\right].
\]

The last term is zero, and \(x\hat{\mathbf y}-y\hat{\mathbf x}=r\,\hat{\mathbf z}\times\hat{\mathbf r}\). Hence

\[
\mathbf J_{xy}=\frac{3}{8\pi}\frac{R^2}{r}\,\hat{\mathbf z}\times\hat{\mathbf r}.
\]

This current circulates about the \(z\) axis. Its divergence vanishes, because the radial factor varies along \(\hat{\mathbf r}\), perpendicular to the flow, and \(x\hat{\mathbf y}-y\hat{\mathbf x}\) is itself divergence-free.

To evaluate its energy, use \(\partial_k\partial_l r=\delta_{kl}/r-r_kr_l/r^3\), which gives

\[
G_{kl}=\frac{2\delta_{kl}}{r}-\partial_k\partial_l r. \tag{2}
\]

For a divergence-free current the second term vanishes after integration by parts, leaving

\[
(\mathbf J_{xy}|G|\mathbf J_{xy})=2\iint
\frac{\mathbf J_{xy}(\mathbf r)\cdot\mathbf J_{xy}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Let \(\mathbf n=\hat{\mathbf r}\). The scalar product of the two directions is \(n_xn'_x+n_yn'_y\). Each component is a harmonic of degree one, so orthogonality selects the \(l=1\) term of

\[
\frac1{|\mathbf r-\mathbf r'|}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(\mathbf n\cdot\mathbf n').
\]

With \(P_1=\mathbf n\cdot\mathbf n'\) and \(\int n_in_j\,d\Omega=4\pi\delta_{ij}/3\),

\[
\iint P_1(\mathbf n\cdot\mathbf n')(n_xn'_x+n_yn'_y)\,d\Omega\,d\Omega'
=2\left(\frac{4\pi}{3}\right)^2=\frac{32\pi^2}{9}. \tag{3}
\]

The numerical prefactor is \(2\,(3/8\pi)^2\,(32\pi^2/9)=1\). Put \(P=rR\), so that \(r^2R^2=P^2\). The remaining radial factor is \((rr')^{-1}r_</r_>^2=1/r_>^3\), since \(rr'=r_<r_>\). Therefore

\[
E_{xy}=\alpha^2\int_0^\infty\!\!\int_0^\infty
\frac{P^2(r)P^2(r')}{r_>^3}\,dr\,dr'. \tag{4}
\]

The integrand is nowhere negative, so this energy cannot vanish. For the Hartree-Fock \(2p\) function of neon the integral is \(1.7034\) bohr\(^{-3}\). With \(\alpha^2=5.32514\times10^{-5}\),

\[
E_{xy}=5.32514\times10^{-5}\times1.7034
=90.71\ \text{microhartree}.
\]

By rotational symmetry the pairs \(xz\) and \(yz\) give the same energy, so the filled shell contributes \(3\times90.71=272.13\) microhartree. The shell has no net current, yet its exchange energy is nonzero.

A hydrogenic \(2p\) orbital of nuclear charge \(Z\) gives a case that can be finished by hand. For \(Z=1\), \(P^2=r^4e^{-r}/24\), and repeated integration by parts gives

\[
\int_0^rP^2(s)\,ds=1-e^{-r}\sum_{k=0}^4\frac{r^k}{k!}.
\]

The two orderings of \(r,r'\) contribute equally, so the integral in (4) is

\[
2\int_0^\infty\frac{re^{-r}}{24}\left[1-e^{-r}\sum_{k=0}^4\frac{r^k}{k!}\right]dr
=\frac1{12}\left[1-\sum_{k=0}^4\frac{k+1}{2^{k+2}}\right]
=\frac1{12}\left(1-\frac{57}{64}\right)=\frac7{768}.
\]

Replacing \(r\) by \(Zr\) multiplies it by \(Z^3\), hence \(E_{xy}=7\alpha^2Z^3/768\). The neon value \(1.7034\) corresponds to an effective charge \((768\times1.7034/7)^{1/3}\approx5.7\) in this formula, below the nuclear charge 10, as expected for a screened orbital.

## The general statement

For a closed-shell determinant of real, localized spatial orbitals, every pair energy in (1) satisfies \(E_{ab}\ge0\). It vanishes if and only if

\[
\nabla\phi_a\times\nabla\phi_b=0\quad\text{everywhere}. \tag{5}
\]

Hence \(E_{OO}\) vanishes if and only if all pairs of occupied orbitals satisfy (5).

**Proof.** Away from \(\mathbf q=0\), the Fourier transform of \(1/r\) is \(4\pi/q^2\). Since \(\nabla^2r=2/r\), the transform of \(r\) is \(-8\pi/q^4\). Each derivative supplies a factor \(iq\), so (2) becomes

\[
\widetilde G_{kl}(\mathbf q)=\frac{8\pi}{q^2}\delta_{kl}
-(iq_k)(iq_l)\left(-\frac{8\pi}{q^4}\right)
=\frac{8\pi}{q^2}\left(\delta_{kl}-\frac{q_kq_l}{q^2}\right).
\]

The bracket projects onto directions perpendicular to \(\mathbf q\). Denote the projected, or transverse, current by \(\widetilde{\mathbf J}_T\). Parseval's relation gives

\[
E_{ab}=\alpha^2\int\frac{d^3q}{(2\pi)^3}\,
\frac{8\pi}{q^2}\,|\widetilde{\mathbf J}_{T}(\mathbf q)|^2\ge0. \tag{6}
\]

Equality requires \(\widetilde{\mathbf J}_T=0\), which means \(\mathbf q\times\widetilde{\mathbf J}_{ab}=0\) for all \(\mathbf q\), or \(\nabla\times\mathbf J_{ab}=0\) in space. Such a current is called longitudinal. Because the curl of a gradient vanishes,

\[
\nabla\times\mathbf J_{ab}
=\tfrac12(\nabla\phi_a\times\nabla\phi_b-\nabla\phi_b\times\nabla\phi_a)
=\nabla\phi_a\times\nabla\phi_b\equiv\mathbf C_{ab}.
\]

This is condition (5). Since no \(E_{ab}\) is negative, a zero sum requires every term to be zero. ∎

The proof makes no use of spherical symmetry, so it holds for molecules as well. A determinant with one doubly occupied orbital has no pair \(a<b\) and gives zero.

The curl also provides a convenient energy formula. Since \(|\widetilde{\mathbf J}_T|^2=|\widetilde{\mathbf C}_{ab}|^2/q^2\), equation (6) contains \(8\pi/q^4\), the transform of \(-r\):

\[
E_{ab}=-\alpha^2\iint|\mathbf r-\mathbf r'|\,
\mathbf C_{ab}(\mathbf r)\cdot\mathbf C_{ab}(\mathbf r')\,d^3r\,d^3r'. \tag{7}
\]

The transform of \(r\) was fixed only away from \(\mathbf q=0\). What remains open is an isotropic polynomial growing no faster than \(r\), that is, a constant. It does not contribute, because the space integral of a localized curl is zero. The minus sign in (7) is consistent with \(E_{ab}\ge0\) for the same reason: with \(\int\mathbf C_{ab}\,d^3r=0\), the distance kernel gives a non-positive double integral.

## Why beryllium gives zero

For two \(s\) orbitals, \(\phi_a=R_a(r)/\sqrt{4\pi}\), and likewise for \(b\). Both gradients point along \(\hat{\mathbf r}\), so \(\mathbf C_{ab}=0\). The current itself need not vanish:

\[
\mathbf J_{ab}=\frac1{8\pi}(R_aR_b'-R_bR_a')\,\hat{\mathbf r}.
\]

It is a function of \(r\) times \(\hat{\mathbf r}\), hence the gradient of a radial function, and it does not couple through \(G\). The same holds for any determinant built from \(s\) orbitals on one centre.

The \(1s\)-\(2s\) pair of beryllium shows the cancellation. With \(\mathbf J_{ab}\) inserted into (1), the dot part gives \(+1.9227\) microhartree and the tensor part \(-1.9227\) microhartree. A calculation that kept the dot part alone would report a spurious energy, and a much larger one than this figure: without the tensor part the kernel is no longer transverse, the gradient terms and the direct terms survive, and the operator in the order written above gives about 177.5 microhartree for the determinant. The remaining direct and exchange totals, below \(10^{-12}\) microhartree, are rounding noise.

## The s-p pairs and the neon total

For an \(s\) orbital and \(\phi_z=\sqrt{3/4\pi}\,gz\), with \(g=R_p/r\),

\[
\nabla\phi_s=\frac{R_s'}{\sqrt{4\pi}}\hat{\mathbf r},\qquad
\nabla\phi_z=\sqrt{\frac3{4\pi}}\,(g\hat{\mathbf z}+zg'\hat{\mathbf r}).
\]

The radial part of the second gradient drops from the cross product:

\[
\mathbf C_{sz}=\frac{\sqrt3}{4\pi}R_s'\frac{R_p}{r}\,\hat{\mathbf r}\times\hat{\mathbf z}.
\]

Its components are again harmonics of degree one, so (7) needs the \(P_1\) coefficient of \(|\mathbf r-\mathbf r'|\). Let \(\mu=\mathbf n\cdot\mathbf n'\) and write

\[
|\mathbf r-\mathbf r'|=\frac{r^2+r'^2-2rr'\mu}{|\mathbf r-\mathbf r'|}.
\]

Expand the denominator in Legendre polynomials. From \(\mu P_0=P_1\) and \(\mu P_2=(2P_1+3P_3)/5\), the coefficient is

\[
(r_<^2+r_>^2)\frac{r_<}{r_>^2}
-2r_<r_>\left(\frac1{r_>}+\frac25\frac{r_<^2}{r_>^3}\right)
=-r_<+\frac{r_<^3}{5r_>^2}.
\]

The angular integral is (3) once more. The prefactor is \((3/16\pi^2)(32\pi^2/9)=2/3\), and \(r^2R_s'R_p/r=R_s'P_p\). One \(s\)-\(p_z\) pair therefore has

\[
E_{sz}=\frac{2\alpha^2}{3}I_{sp},\qquad
I_{sp}=\iint f(r)f(r')\left(r_<-\frac{r_<^3}{5r_>^2}\right)dr\,dr',\qquad
f=R_s'P_p. \tag{8}
\]

The three \(p\) orbitals together give \(2\alpha^2I_{sp}\). By (5) this is strictly positive unless \(R_s'R_p\) vanishes everywhere, which does not happen for bound atomic orbitals.

For neon, in a basis of 18 \(s\) and 11 \(p\) Gaussian shells, the integrals are \(I_{1s,2p}=18.8440\) and \(I_{2s,2p}=1.0009\) bohr\(^{-3}\). Thus

\[
\begin{aligned}
E_{1s,2p}&=2\times5.32514\times10^{-5}\times18.8440=2006.94\ \text{microhartree},\\
E_{2s,2p}&=2\times5.32514\times10^{-5}\times1.0009=106.60\ \text{microhartree}.
\end{aligned}
\]

The \(1s\)-\(2s\) pair gives zero. Adding the \(2p\)-\(2p\) energy,

\[
E_{OO}=2006.94+106.60+272.13=2385.67\ \text{microhartree},
\]

or 523.6 cm\(^{-1}\). The \(1s\)-\(2p\) exchange supplies 84 per cent of the total, the \(2p\) shell 11 per cent and \(2s\)-\(2p\) the remainder. An estimate restricted to the valence shell would therefore miss most of the energy.

As a test of the derivation, the original operator was integrated with all direct and exchange terms, without using the current reduction. It agrees with the radial formulas, as the numerical output shows. Formula (7) was tested on one \(s\)-\(p\) and one \(p\)-\(p\) pair, and the momentum-space form on the latter.

A second Gaussian basis, with more closely spaced exponents, changes the neon total by 0.07 microhartree. Its Hartree-Fock energy is slightly higher, by about 0.18 millihartree. This does not contradict the variational principle, because neither basis contains the other. The difference of 0.07 microhartree is not a bound on the basis error, since both bases start at the same smallest exponent. Larger even-tempered bases that extend to both smaller and larger exponents (28 \(s\), 18 \(p\) and 31 \(s\), 20 \(p\) shells) raise \(I_{1s,2p}\) to about 18.846 bohr\(^{-3}\) and the total by 0.17 microhartree, to 2385.84, leaving the other two integrals unchanged at the digits shown. The total is best read as 2.386 millihartree; the further digits serve to compare formulas within one basis. The result is a first-order expectation value with nonrelativistic Hartree-Fock orbitals; it omits correlation, the other Breit-Pauli terms and higher relativistic orders.

## Where the zero and the sign fail

The beryllium zero belongs to its single determinant. Consider the two-configuration model

\[
\Psi=c_0|1s^22s^2\rangle+\frac{c_1}{\sqrt3}\sum_{m=x,y,z}|1s^22p_m^2\rangle .
\]

The configurations differ by two spin orbitals, so their coupling involves \(\langle2s2s|h|2p_m2p_m\rangle\). By the matrix-element formula and (1),

\[
\langle2s2s|h|2p_z2p_z\rangle
=\frac{\alpha^2}{2}(\mathbf J_{sz}|G|\mathbf J_{sz})=\frac12E_{sz}>0.
\]

With neon orbitals, used here to check this identity, the element is 17.77 microhartree, half of the \(2s\)-\(2p_z\) pair energy of 35.53 microhartree. To first order in \(c_1\), with real coefficients and \(c_0\approx1\), the three equal elements give

\[
E_{OO}\approx2c_0\frac{c_1}{\sqrt3}\,3\,\frac{E_{sz}}2
=\sqrt3\,c_0c_1E_{sz}.
\]

The Coulomb coupling of the same configurations is a positive exchange integral times \(\sqrt3\). In the lower state of a two-level problem with positive coupling, \(c_0\) and \(c_1\) have opposite signs. The first-order term is therefore negative.

The second-order terms are positive. Each configuration \(1s^22p_m^2\) has the energy of one \(1s\)-\(2p_m\) pair, \(E_{1s,2p_z}\), and each of the six ordered couplings between different \(2p_m^2\) equals \(E_{xy}/2\). With the weight \(c_1^2/3\) they add \(c_1^2(E_{1s,2p_z}+E_{xy})\). The total is negative only if

\[
\left|\frac{c_1}{c_0}\right|<\frac{\sqrt3\,E_{sz}}{E_{1s,2p_z}+E_{xy}},
\]

which is about 0.08 with the neon orbitals. With orbitals optimized for this wave function in beryllium itself the bound is about 0.10, while the actual mixing is \(|c_1/c_0|\approx0.33\). The first-order term is then \(-0.69\) and the second-order terms \(+2.21\) microhartree, a positive total of about 1.5 microhartree. Correlation thus removes the zero and the guarantee of a non-negative sign, but in this model the energy is negative only for weak mixing, which the \(2s\)-\(2p\) near-degeneracy of beryllium is not. The model omits all other correlation, including that of the \(1s\) pair, and does not fix the sign of the exact beryllium value.

Orbitals that cannot be chosen real, as in a magnetic field or in an open shell with orbital angular momentum, also lie outside the theorem, since their direct currents need not vanish. A single open-shell determinant of real orbitals still has no direct term, and its equal-spin exchange terms are non-negative by the same proof. Complex \(p_{\pm1}\) orbitals in a filled shell remain covered by the theorem: they are a unitary mixture of \(p_x\) and \(p_y\), which leaves the closed-shell determinant unchanged up to a phase.

For a closed-shell atom described by a single determinant the decision is now definite. The term may be omitted for an atom whose occupied orbitals are all of \(s\) type. If a \(p\) shell is filled, equation (4) gives a strictly positive contribution that no other pair can cancel, and the term must be evaluated.

## Computed values

```
alpha squared = 5.32513544e-05 (dimensionless)
BERYLLIUM, restricted Hartree-Fock, 18 s Gaussians
Hartree-Fock energy = -14.573010 hartree
1s-2s exchange, J.J/r part = 1.922710 microhartree
1s-2s exchange, tensor part = -1.922710 microhartree
direct orbit-orbit energy = 8.0e-13 microhartree
exchange orbit-orbit energy = -4.0e-13 microhartree
NEON, restricted Hartree-Fock, 18 s and 11 p Gaussian shells
Hartree-Fock energy = -128.546856 hartree
1s-2p radial integral = 18.844022 bohr^-3
2s-2p radial integral = 1.000899 bohr^-3
2p-2p radial integral = 1.703415 bohr^-3
direct orbit-orbit energy = 1.5e-11 microhartree
1s-2s exchange energy = -4.3e-13 microhartree
1s-2p shell energy, operator = 2006.9394 microhartree
1s-2p shell energy, radial formula = 2006.9394 microhartree
2s-2p shell energy, operator = 106.5985 microhartree
2s-2p shell energy, radial formula = 106.5985 microhartree
2p-2p shell energy, operator = 272.1275 microhartree
2p-2p shell energy, radial formula = 272.1275 microhartree
total, operator = 2385.6654 microhartree
total, radial formulas = 2385.6654 microhartree
total converted = 523.593 cm^-1
2s-2pz pair, operator = 35.5328 microhartree
2s-2pz pair, curl form = 35.5328 microhartree
2px-2py pair, operator = 90.7092 microhartree
2px-2py pair, curl form = 90.7092 microhartree
2px-2py pair, Fourier form = 90.7092 microhartree
<2s2s|h|2pz2pz> = 17.7664 microhartree
NEON, denser basis: 21 s and 13 p Gaussian shells
Hartree-Fock energy = -128.546672 hartree
total orbit-orbit energy = 2385.5996 microhartree
```
